# Dirac 2s–2p dipole matrix element and the two-level Stark shift

## Problem

An electron is bound to an infinitely heavy, spinless point charge $Z$. Its Hamiltonian in atomic units is $c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2-Z/r$, with $c=1/\alpha$ and $\zeta=Z\alpha<1$.

(a) Find the radial functions of $2s_{1/2}$ and $2p_{1/2}$, and show that the two levels have the same energy.

(b) Evaluate $|\langle 2s_{1/2},m|z|2p_{1/2},m\rangle|$ for $m=\pm\tfrac12$, and find its low-$Z$ form with the first relativistic correction.

(c) Radiative effects raise $2s_{1/2}$ above $2p_{1/2}$ by the Lamb splitting $\Delta$. Insert $\Delta$ as the gap of a two-level model and find the level shifts in a static field $F$ along $z$.

(d) Evaluate the shifts for hydrogen with $\Delta/h=1.1$ GHz, the measured splitting rounded to two figures. Judge the two-level model by including $2p_{3/2}$.

Neglect radiative decay and hyperfine structure, and take $\Delta$ as independent of the field.

## Solution

### (a) Radial functions

Write
$$\psi=\frac1r\begin{pmatrix}P\,\chi_{\kappa m}\\ iQ\,\chi_{-\kappa m}\end{pmatrix},$$
with $\kappa=-1$ for $s_{1/2}$ and $\kappa=+1$ for $p_{1/2}$. The spin-angular functions obey $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa$ and $\sigma_r\chi_\kappa=-\chi_{-\kappa}$, where $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. Since $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$,
$$\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\chi_\kappa=\frac ir\left(P'+\frac{\kappa P}{r}\right)\chi_{-\kappa}.$$
The same rule with $\kappa\to-\kappa$ acts on the small component. The Dirac equation becomes
$$P'+\frac{\kappa}{r}P=\frac{E+c^2+Z/r}{c}\,Q,\qquad Q'-\frac{\kappa}{r}Q=\frac{c^2-E-Z/r}{c}\,P .$$

Let $\varepsilon=E/c^2$, $\lambda=c\sqrt{1-\varepsilon^2}$, $x=2\lambda r$, $\gamma=\sqrt{\kappa^2-\zeta^2}$ and $\tau=\sqrt{(1-\varepsilon)/(1+\varepsilon)}$. Dividing by $2\lambda$ turns the two right-hand sides into $(\tfrac1{2\tau}+\tfrac\zeta x)Q$ and $(\tfrac\tau2-\tfrac\zeta x)P$. Insert
$$P=A\sqrt{1+\varepsilon}\,x^\gamma e^{-x/2}(X-Y),\qquad Q=-A\sqrt{1-\varepsilon}\,x^\gamma e^{-x/2}(X+Y).$$
With primes now denoting $d/dx$, this gives
$$(X-Y)'+\left(\frac{\gamma+\kappa}{x}-\frac12\right)(X-Y)=-\left(\frac12+\frac{\zeta\tau}{x}\right)(X+Y),$$
$$(X+Y)'+\left(\frac{\gamma-\kappa}{x}-\frac12\right)(X+Y)=\left(-\frac12+\frac{\zeta}{\tau x}\right)(X-Y).$$

Define $N=\zeta/\sqrt{1-\varepsilon^2}=Z/\lambda$ and $\nu=N\varepsilon$, so that $N^2=\nu^2+\zeta^2$. Because $\tfrac1\tau+\tau=2/\sqrt{1-\varepsilon^2}$ and $\tfrac1\tau-\tau=2\varepsilon/\sqrt{1-\varepsilon^2}$, half the sum and half the difference (second minus first) are
$$xX'+(\gamma-\nu)X+(N-\kappa)Y=0,$$
$$xY'+(\gamma+\nu-x)Y-(N+\kappa)X=0 .$$

For $\kappa=\pm1$ try $Y=1$ and $\nu=\gamma+1$. Then, using $\gamma^2=1-\zeta^2$,
$$N^2=(1+\gamma)^2+1-\gamma^2=2(1+\gamma),\qquad \varepsilon=\frac{1+\gamma}{N}=\frac N2 .$$
Set $b=2\gamma+1=N^2-1=(N-\kappa)(N+\kappa)$. The second equation gives
$$X=\frac{b-x}{N+\kappa}=a\,u,\qquad a=N-\kappa,\quad u=1-\frac xb .$$
The first equation is then satisfied, since $-ax/b-a(1-x/b)+a=0$.

Both signs of $\kappa$ work at the same energy $E=c^2N/2$, so the levels are degenerate. At low $Z$, $N\to2$, $\gamma\to1$ and $x\to Zr$. The factor $X-Y$ tends to $2-x$ for $\kappa=-1$ and to $-x/3$ for $\kappa=+1$, which are the hydrogenic $2s$ and $2p$ forms.

### (b) The matrix element

**Norms.** Let $\langle f\rangle$ be the average of $f$ with weight $x^{2\gamma}e^{-x}=x^{b-1}e^{-x}$, divided by $\Gamma(b)$. Then $\langle x\rangle=b$, $\langle x^2\rangle=b(b+1)$ and $\langle x^3\rangle=b(b+1)(b+2)$, so
$$\langle u\rangle=0,\qquad \langle u^2\rangle=1-2+\frac{b+1}{b}=\frac1b,$$
$$\langle xu\rangle=b-(b+1)=-1,\qquad \langle xu^2\rangle=b-2(b+1)+\frac{(b+1)(b+2)}{b}=1+\frac2b .$$
Apart from common factors, the density $P^2+Q^2$ is
$$(1+\varepsilon)(au-1)^2+(1-\varepsilon)(au+1)^2=2(a^2u^2+1)-4\varepsilon au .$$
Its average is
$$2\left(\frac{a^2}{b}+1\right)=2\left(\frac{N-\kappa}{N+\kappa}+1\right)=\frac{4N}{N+\kappa}.$$
The square root of the product of the two norms is therefore $4N/\sqrt{(N-1)(N+1)}=4N/\sqrt b$.

**Radial integral.** The two values of $a$ are $a_s=N+1$ and $a_p=N-1$, with $a_sa_p=b$ and $a_s+a_p=2N$. The combination $P_sP_p+Q_sQ_p$ gives
$$2(a_sa_pu^2+1)-2\varepsilon(a_s+a_p)u=2(bu^2+1)-2N^2u .$$
Multiply by $x$ and average:
$$2b\left(1+\frac2b\right)+2b+2N^2=4(b+1)+2N^2=6N^2 .$$
With $r=x/(2\lambda)=Nx/(2Z)$,
$$R=\int_0^\infty r\,(P_sP_p+Q_sQ_p)\,dr=\frac{N}{2Z}\,\frac{6N^2\sqrt b}{4N}=\frac{3(1+\gamma)\sqrt{1+2\gamma}}{2Z}.$$

**Angular factor.** The function $\chi_{-1,m}$ is a constant spinor divided by $\sqrt{4\pi}$, and $\chi_{+1,m}=-\sigma_r\chi_{-1,m}$. The diagonal spin element of $\sigma_r$ is $2m\cos\theta$, so
$$\langle\chi_{-1,m}|\cos\theta|\chi_{+1,m}\rangle=-\frac{2m}{4\pi}\int\cos^2\theta\,d\Omega=-\frac{2m}{3}.$$
The small components carry the same pair in reverse order. Their factor is the complex conjugate, which is the same real number, and their phases combine to $(-i)(i)=1$. The whole radial integral is thus multiplied by $-2m/3=\mp\tfrac13$:
$$\boxed{|z|\equiv|\langle2s_{1/2},m|z|2p_{1/2},m\rangle|=\frac{(1+\gamma)\sqrt{1+2\gamma}}{2Z}\ \text{bohr}}$$
The sign depends on $m$ and on the phase convention, but the energies below contain the square.

**Low $Z$.** With $\gamma\simeq1-\zeta^2/2$, the factors are $(1+\gamma)/2\simeq1-\zeta^2/4$ and $\sqrt{1+2\gamma}\simeq\sqrt3\,(1-\zeta^2/6)$. Hence
$$|z|\simeq\frac{\sqrt3}{Z}\left(1-\frac{5}{12}\zeta^2\right)\ \text{bohr}.$$
For hydrogen the value is 1.73201 bohr, against $\sqrt3=1.73205$. Relative to $\sqrt3/Z$, the reduction is 3.6% at $Z=40$ and 15% at $Z=80$ for the point charge.

### (c) Two levels in the field

The electron has charge $-e$, so its energy in the field is $+eFz$. This operator is odd under parity and has no diagonal elements in these states. It commutes with $J_z$, so each $m$ can be treated separately. With $V=eF|z|$ and energies measured from the unperturbed $2p_{1/2}$ level, the matrix has diagonal elements $0,\Delta$ and off-diagonal element $V$ after a choice of phase. Its eigenvalues obey
$$W(W-\Delta)=V^2,\qquad W_\pm=\frac\Delta2\pm\sqrt{\frac{\Delta^2}{4}+V^2}.$$
Subtracting the unperturbed energies gives
$$\delta_{2s}=-\delta_{2p}=\sqrt{\frac{\Delta^2}{4}+V^2}-\frac\Delta2 .$$

For $V\ll\Delta$, expansion of the root gives $\delta_{2s}\simeq V^2/\Delta$. At low $Z$ this is $3(ea_0F)^2/(Z^2\Delta)$, with $a_0$ the bohr radius. For $V\gg\Delta$ the leading term is $\delta_{2s}\simeq V$. The Dirac-Coulomb case $\Delta=0$ gives $\pm V$ at any field within this model. The Lamb splitting therefore replaces a linear weak-field effect by a quadratic one. The change of regime lies near $V=\Delta/2$.

### (d) Hydrogen

The output gives $ea_0/h=0.012795$ MHz per V/m, so
$$\frac{V}{hF}=1.7320\times0.012795=0.02216\ \text{MHz per V/m}.$$
At $F=10^4$ V/m, $V/h=221.6$ MHz. Dividing energies by $h$,
$$\frac{V^2}{\Delta}\to\frac{221.6^2}{1100}=44.6\ \text{MHz},\qquad \delta_{2s}\to\sqrt{550^2+221.6^2}-550=43.0\ \text{MHz}.$$
The second value is about 0.18 µeV. Rounding leaves $\Delta$ uncertain by about 5%, and the two-level weak-field shifts, which scale as $1/\Delta$, carry the same uncertainty. The $2s_{1/2}$ shift with $2p_{3/2}$ included, derived below, depends more steeply on $\Delta$ and is uncertain by about 6%. The extra figures here and below serve only to compare formulas at a fixed gap. These uncertainties refer to the model without hyperfine structure. In real hydrogen the hyperfine splittings, about 178 MHz for $2s_{1/2}$ and 59 MHz for $2p_{1/2}$, change the effective gap. The weak-field shifts of the separate $2s$ hyperfine components then differ from the three-level value below by about $-10\%$ to $+20\%$. The condition $V=\Delta/2$ is met at about $2.5\times10^4$ V/m.

**The $2p_{3/2}$ level.** At low $Z$, the field couples the spin-up $2s$ state to the spin-up $2p$ state with zero orbital projection. In $2p_{1/2}$, $m=\tfrac12$, the spin-up part is $-\cos\theta/\sqrt{4\pi}$, which has weight $\tfrac13$. The other $\tfrac23$ of that orbital state belongs to $2p_{3/2}$. The squared coupling to $2p_{3/2}$ is thus twice $3/Z^2$, and the matrix element is $\sqrt6/Z$.

The interval $D$ between $2p_{3/2}$ and $2p_{1/2}$ follows from the equations in (a). For $\kappa=-2$, they are solved by $Y=0$, constant $X$, $N=2$ and $\nu=\gamma=\sqrt{4-\zeta^2}$, so $\varepsilon=\sqrt{1-\zeta^2/4}$. Expanding both energies,
$$\frac{D}{c^2}=\left(1-\frac{\zeta^2}{8}-\frac{\zeta^4}{128}\right)-\left(1-\frac{\zeta^2}{8}-\frac{5\zeta^4}{128}\right)+\dots\simeq\frac{\zeta^4}{32}.$$
The Dirac point-charge value for $Z=1$ is $D/h=10949.6$ MHz. Radiative and recoil corrections to $D$ are not included, so these digits belong to the model rather than to real hydrogen.

Since $2p_{3/2}$ lies above $2s_{1/2}$, it pushes $2s_{1/2}$ down. In second order and at low $Z$,
$$\delta_{2s}\simeq\frac{V^2}{\Delta}-\frac{2V^2}{D-\Delta}=\frac{V^2}{\Delta}\left(1-\frac{2\Delta}{D-\Delta}\right).$$
For hydrogen the bracket is $1-2200/9849.6=0.777$. The two-level weak-field shift of $2s_{1/2}$ is therefore about 29% too large at this gap, relative to the three-level value; the same formula gives 27% to 31% as $\Delta/h$ runs over its rounding range 1.05 to 1.15 GHz. The $2p_{1/2}$ level has no such second-order correction, because parity forbids its coupling to $2p_{3/2}$.

Diagonalizing the three-level matrix gives these shifts in MHz:

| $F$ (V/m) | $2s$, two levels | $2s$, three levels | $2p_{1/2}$, three levels |
|---|---|---|---|
| $10^3$ | 0.446 | 0.347 | −0.446 |
| $10^4$ | 43.0 | 33.3 | −43.3 |
| $10^5$ | 1733 | 1105 | −2051 |

The two-level $2p_{1/2}$ shift is minus the second column. It is a good approximation at the two lower fields, but at $10^5$ V/m the model fails for both levels. The neglected radiative decay changes these shifts by only about 0.2%. However, the natural width of $2p$, about 100 MHz, exceeds the $2p_{1/2}$ shift at the two lower fields, and the admixture of $2p$ gives $2s_{1/2}$ a width of about 4 MHz at $10^4$ V/m.

States outside $n=2$ matter far less at weak field. By closure, their total squared coupling is $\langle z^2\rangle$ minus the part inside $n=2$: 5.00 bohr² for $2s_{1/2}$ and 7.00 bohr² for $2p_{1/2}$. The smallest energy denominator is, to leading order, $\tfrac12(\tfrac14-\tfrac19)=\tfrac5{72}$ hartree. Dividing by it bounds their second-order contribution by $6\times10^{-6}$ of $V^2/\Delta$ for either level.

The numerical check integrates the matrix element by quadrature up to $Z=80$ and compares the shift formulas with matrix diagonalization.

## Table of computed values

```
Z | |z| by quadrature (bohr) | closed form (bohr) | |z| Z/sqrt(3)
 1 | 1.73201238 | 1.73201238 | 0.999978
10 | 0.17282040 | 0.17282040 | 0.997779
40 | 0.04173898 | 0.04173898 | 0.963920
80 | 0.01834349 | 0.01834349 | 0.847250
relative decrease over (Z alpha)^2 at Z=10: 0.4171; 5/12 = 0.4167
sqrt(3) = 1.732051, radial integral at Z=1 = 5.196037 bohr
|<2s1/2|z|2p3/2>| at Z=1, m=1/2: 2.44947 bohr
input gap (rough Lamb splitting): 1100 MHz
Dirac 2p3/2-2p1/2 interval: 10949.6 MHz
e a0/h = 0.012795 MHz per V/m
V/(h F) = 0.022162 MHz per V/m (linear shift if gap were zero)
F (V/m) | V/h | V^2/gap | two-level 2s | three-level 2s | three-level 2p1/2 (MHz)
1e+03 | 22.162 | 0.4465 | 0.4463 | 0.3466 | -0.4464
1e+04 | 221.619 | 44.6499 | 42.9712 | 33.3297 | -43.2974
1e+05 | 2216.187 | 4464.9879 | 1733.4156 | 1104.5741 | -2050.6742
crossover field V = gap/2: 24817 V/m, shift there 227.8 MHz
two-level 2s shift at 1e4 V/m: 0.1777 microeV
weak-field 2s shift, three-level over two-level: 0.7766; formula 0.7766
weak-field 2p1/2 shift, three-level over two-level: 1.0000
2s1/2: <z^2> = 13.9995, outside n=2 4.9997 bohr^2, relative bound 4.0e-06
2p1/2: <z^2> = 9.9996, outside n=2 6.9997 bohr^2, relative bound 5.6e-06
```
